# Cascaded Kerr response from a strongly phase-mismatched second harmonic, part 2

A fundamental wave at angular frequency $\omega$ (vacuum wavelength $\lambda$) generates a weak second harmonic, which acts back on the fundamental's phase $\phi$. The amplitudes $a_1$ and $b$ obey

$$a_1'=i\Gamma\,b\,a_1^*,\qquad b'=-i\Delta\,b+i\Gamma a_1^2, \tag{1}$$

where a prime means $d/dz$, $|a_1|^2$ and $|b|^2$ are intensities, and $\Gamma$ is the real coupling. The launched intensity is $I$, with no harmonic launched. The mismatch is $\Delta=2k_1-k_2+K$, with $k_j=n_jj\omega/c$, linear indices $n_1,n_2$, and $K=2\pi/\Lambda$ for poling period $\Lambda$. The small parameter is $\varepsilon=\Gamma\sqrt I/|\Delta|$.

The first derivation set $a_2=b\,e^{i\Delta z}$ and split the harmonic into a bound wave, $b=\Gamma a_1^2/\Delta$, and a free wave $f$, the remainder in $a_2$:

$$f'=-\frac{2i\Gamma^2}{\Delta}|a_1|^2a_2 . \tag{3}$$

For $\varepsilon\ll1$ the averaged equation is

$$a_1'=i\frac{\Gamma^2}{\Delta}|a_1|^2a_1 . \tag{5}$$

The mean phase rate is thus $C\,\Gamma^2I/\Delta$ with $C=1$, and the index change per unit intensity is

$$n_2^{\rm casc}=\frac{\Gamma^2c}{\omega\Delta}=\frac{2\omega d^2}{\varepsilon_0c^2n_1^2n_2\Delta}=\frac{4\pi d^2}{\varepsilon_0c\lambda n_1^2n_2\Delta}, \tag{7}$$

where $d$ is the effective quadratic coefficient for poling order $m=1$. Relative to (7), the other orders add

$$\sum_{m\neq1}\frac{\Delta}{m^2[\Delta+(m-1)K]},\qquad m\ \text{odd}. \tag{8}$$

This drops $E_2''$, the second $z$ derivative of the harmonic field envelope.

The second derivation uses $S=a_1^2b^*$. It has found $(|b|^2)'=-2\Gamma\,\mathrm{Im}\,S$, $|a_1|^2+|b|^2=I$ and

$$2\Gamma\,\mathrm{Re}(a_1^2b^*)=\Delta|b|^2 . \tag{9}$$

The example is a poled thin-film lithium niobate waveguide with $\lambda=1550$ nm, power 0.20 W, effective area 1.0 µm², length $L=1.0$ cm, $d=15$ pm/V, $n_1=1.90$, $n_2=2.10$ and $\Delta=\pm40$ cm⁻¹. These give $I=20$ MW/cm², $\Gamma\sqrt I=2.711$ cm⁻¹ and $\varepsilon=0.0678$.

### The phase follows the sign of the mismatch

The phase of the fundamental obeys

$$\phi'=\mathrm{Im}\frac{a_1'}{a_1}=\mathrm{Im}\frac{i\Gamma ba_1^{*2}}{|a_1|^2}=\frac{\Gamma\,\mathrm{Re}(a_1^2b^*)}{|a_1|^2}.$$

The last step uses the equality of the real parts of $ba_1^{*2}$ and its conjugate. Insert (9), and let $u=|b|^2/I$ be the fraction of the intensity in the harmonic, so that $|a_1|^2=I(1-u)$:

$$\phi'=\frac{\Delta}{2}\,\frac{u}{1-u}. \tag{10}$$

No small parameter has been used. Because $0\le u<1$, as the next section shows for $\Delta\ne0$, the phase never moves against the sign of $\Delta$. It pauses when the harmonic vanishes and advances when the harmonic is present. Within this model, with no launched harmonic, the sign reversal holds at any conversion strength. The linear dependence on intensity is a separate matter and needs small $\varepsilon$.

Numerical integration over three exchange cycles, at $\varepsilon=0.1$ and $0.3$ with both signs of mismatch, gave phases that agreed with the integral of (10) within $10^{-6}$ rad.

### The exchange cycle

To use (10) one needs $u(z)$. From the rate of $|b|^2$, $u'=-2\Gamma\,\mathrm{Im}\,S/I$. The modulus and real part of $S$ are known:

$$|S|^2=|a_1|^4|b|^2=I^3u(1-u)^2,\qquad \mathrm{Re}\,S=\frac{\Delta Iu}{2\Gamma}.$$

Since $(\mathrm{Im}\,S)^2=|S|^2-(\mathrm{Re}\,S)^2$,

$$u'^2=\frac{4\Gamma^2}{I^2}\left[I^3u(1-u)^2-\frac{\Delta^2I^2u^2}{4\Gamma^2}\right]=\Delta^2u\left[4\varepsilon^2(1-u)^2-u\right]. \tag{11}$$

The conversion rises from zero until the bracket vanishes, then returns. At the turning point $u_m$, taking the positive square root gives $2\varepsilon(1-u_m)=\sqrt{u_m}$. This is a quadratic equation in $\sqrt{u_m}$, with the positive solution

$$\sqrt{u_m}=\frac{\sqrt{1+16\varepsilon^2}-1}{4\varepsilon}. \tag{12}$$

The right-hand side of $2\varepsilon(1-u_m)=\sqrt{u_m}$ is positive, so $u_m<1$, which is what (10) required. For small $\varepsilon$, $u_m\simeq4\varepsilon^2$. This is the intensity reached when the equal bound and free waves of the first derivation add in phase. In the waveguide example $\varepsilon=0.0678$ and (12) gives a peak conversion of 1.77 %.

### The mean phase rate and its first correction

For small $\varepsilon$, $u$ is of order $\varepsilon^2$. Expand the bracket in (11):

$$4\varepsilon^2(1-u)^2-u=4\varepsilon^2-(1+8\varepsilon^2)u+4\varepsilon^2u^2 .$$

The last term is of order $\varepsilon^6$, smaller than the leading terms by $\varepsilon^4$, and is dropped. Define

$$u_0=\frac{4\varepsilon^2}{1+8\varepsilon^2},\qquad \kappa=|\Delta|\sqrt{1+8\varepsilon^2}.$$

Then (11) reads $u'^2=\kappa^2u(u_0-u)$. Its solution starting from zero is

$$u=u_0\sin^2(\kappa z/2).$$

Indeed $u'=u_0\kappa\sin(\kappa z/2)\cos(\kappa z/2)$, whose square is $\kappa^2u(u_0-u)$.

Now average (10) over a cycle, with $u/(1-u)=u+u^2+\dots$. The averages of $\sin^2$ and $\sin^4$ are $1/2$ and $3/8$, so

$$\langle u\rangle=\frac{u_0}{2}=2\varepsilon^2-16\varepsilon^4+\dots,\qquad \langle u^2\rangle=\frac{3u_0^2}{8}=6\varepsilon^4+\dots$$

and

$$\langle\phi'\rangle=\frac{\Delta}{2}\left(2\varepsilon^2-10\varepsilon^4+\dots\right)=\varepsilon^2\Delta\left(1-5\varepsilon^2+\dots\right). \tag{13}$$

The leading term is $\Gamma^2I/\Delta$, so $C=1$ again and (7) follows as before. The correction has two parts. The reduced conversion contributes $-8\varepsilon^2$, and the factor $1/(1-u)$ contributes $+3\varepsilon^2$. Because $\varepsilon^2$ is proportional to $I$, the correction is the first departure from a pure Kerr law: the index change begins to saturate. A quadrature of the full cycle at $\varepsilon=0.02$ gave the coefficient 5 within 0.05.

Keeping the leading ripple as well, the integral of (10) is

$$\phi\simeq\mathrm{sgn}(\Delta)\,\varepsilon^2\left[|\Delta|z(1-5\varepsilon^2)-\sin\kappa z\right]. \tag{14}$$

For the 1 cm guide with $\Delta=\pm40$ cm⁻¹, (14) gives $\pm0.1790$ rad. Integration of the coupled equations gives $\pm0.1791$ rad. The simple cascade formula gives $\pm0.1837$ rad, which is 2.6 % larger in magnitude than the integrated value.

### Where the elimination fails

The next values hold power and length fixed, at 0.20 W and 1.0 cm, and reduce the positive mismatch.

| $\Delta$ (cm⁻¹) | $\varepsilon$ | full (rad) | formula (rad) |
|---|---|---|---|
| 40 | 0.068 | 0.179 | 0.184 |
| 20 | 0.136 | 0.329 | 0.367 |
| 10 | 0.271 | 0.579 | 0.735 |
| 5 | 0.542 | 0.668 | 1.470 |
| 2.5 | 1.084 | 0.918 | 2.940 |

At 10 cm⁻¹ the formula exceeds the full phase by 27 % of the latter. At 2.5 cm⁻¹ it is more than three times too large. The formula diverges at $\Delta=0$, but (10) gives zero phase there for a finite length.

The full phase still rises between the last two rows, so the fall to zero must occur at smaller mismatch. Its final approach can be derived. At $\Delta=0$, the limit of (11) is $u'=2\Gamma\sqrt{I\,u}\,(1-u)$. In terms of $\sqrt u$ this is $(\sqrt u)'=\Gamma\sqrt I(1-u)$, so $u=\tanh^2(\Gamma\sqrt I\,z)$ and $u/(1-u)=\sinh^2(\Gamma\sqrt I\,z)$. To first order in $\Delta$ at fixed length, (10) becomes

$$\phi\simeq\frac{\Delta}{2}\int_0^L\sinh^2(gz)\,dz=\frac{\Delta}{2}\left[\frac{\sinh2gL}{4g}-\frac L2\right],\qquad g=\Gamma\sqrt I .$$

With $g=2.711$ cm⁻¹ and $L=1.0$ cm, the slope is about 5 rad per cm⁻¹. A straight line of that slope would reach about 12 rad at 2.5 cm⁻¹, far above the 0.918 rad found. The last row therefore lies well outside the linear region around zero.

### Adding the material's own Kerr index

A medium also has a cubic response, with coefficient $n_2^{\rm mat}$. When both phase rates are small compared with $|\Delta|$, they add at leading order:

$$n_2^{\rm tot}=n_2^{\rm mat}+\frac{\Gamma^2c}{\omega\Delta}. \tag{15}$$

For positive $n_2^{\rm mat}$, a negative mismatch reverses the total if the cascade is the larger term. The two cancel at $\Delta_c=-\Gamma^2c/(\omega n_2^{\rm mat})$. With the rough value $n_2^{\rm mat}=2\times10^{-15}$ cm²/W, the cascade at 40 cm⁻¹ is about 113 times larger, so $\Delta_c$ is about $-4500$ cm⁻¹. This number is an estimate, partly because the correction (8) grows roughly in proportion to $\Delta$ and reaches about 14 % there. Including (8) moves the cancellation to about $-5300$ cm⁻¹. Keeping $E_2''$ as well raises the correction from about 14 % to about 18 % and moves the cancellation to about $-5500$ cm⁻¹. At moderately more negative mismatch the total is positive again. This does not continue without limit: near $-10\,800$ cm⁻¹ the third poling order is itself phase matched, and (15), which keeps only the first order, fails.

The cancellation was tested with $\Gamma\sqrt I=0.03|\Delta|$, negative $\Delta$, and a material phase rate equal and opposite to the cascade. After ten mismatch cycles, the phase left over was less than 2 % of either contribution.

### Loss and short pulses

Let the harmonic lose power at the rate $\alpha_2$ per unit length. Its equation gains the term $-\alpha_2b/2$, and the bound wave becomes $b=\Gamma a_1^2/(\Delta-i\alpha_2/2)$. Substitution in the fundamental equation gives

$$a_1'=\frac{i\Gamma^2(\Delta+i\alpha_2/2)}{\Delta^2+\alpha_2^2/4}|a_1|^2a_1,\qquad (|a_1|^2)'=-\frac{\Gamma^2\alpha_2}{\Delta^2+\alpha_2^2/4}|a_1|^4 .$$

Linear loss at $2\omega$ thus appears as nonlinear loss at $\omega$. It has the same sign for either sign of mismatch.

For pulses, let $\delta$ be the difference of inverse group velocities, harmonic minus fundamental, and let $t$ be time in the frame of the fundamental. The harmonic equation gains $\delta\,\partial_tb$ on its left side. For the slowly varying bound wave, $i\Delta b=i\Gamma a_1^2-\delta\,\partial_tb$, and one iteration gives

$$b\simeq\frac{\Gamma}{\Delta}\left[a_1^2+\frac{i\delta}{\Delta}\partial_t(a_1^2)\right].$$

The instantaneous Kerr law therefore requires pulses much longer than $|\delta/\Delta|$. For a rough walk-off of 300 fs/mm and $|\Delta|=4$ mm⁻¹, this time is 75 fs. Spreading of each pulse by its own dispersion is a further effect, not included here.

### The model beside a real waveguide

The chosen area, coefficient and losses are rough values for a good poled thin-film lithium niobate guide, and none is meant as a measurement. One assumption that is easily broken is a uniform mismatch. An error of $10^{-4}$ in $n_1-n_2$, from film thickness or temperature, shifts $\Delta$ by 8.1 cm⁻¹, or 20 % of 40 cm⁻¹. If the shift is uniform, (7) then changes the magnitude of the phase by about $+25$ % or $-17$ %. This is a demanding tolerance. In a slab estimate for the TE mode polarized along the crystal axis, in a lithium niobate film 500 to 600 nm thick, on oxide and with air above, $n_1-n_2$ changes by 2 to $3\times10^{-4}$ per nanometre of thickness. A thickness error of about 2 nm can therefore shift $\Delta$ by the full 40 cm⁻¹, and a larger one can reverse the sign of the response. A real guide needs its mismatch measured and tuned. At the intended mismatch, a loss of 0.2 dB/cm at $\omega$ lowers the magnitude of the phase by 2.3 %, while 1 dB/cm at $2\omega$ happens to leave it unchanged at this length and shifts it by up to about 0.3 %, in either direction, for lengths within a few per cent of 1 cm. With both losses and the material Kerr response, the phases are $+0.177$ and $-0.173$ rad, so at the intended mismatch the signs survive these additions but the magnitudes differ. The peak optical field is 0.09 MV/cm, far below atomic fields of order $10^3$ MV/cm, which supports an expansion in powers of the field. Photorefraction and heating by absorption are not modelled, and both can shift the mismatch.

### What each derivation assumes

Both derivations assume slowly varying envelopes, forward waves, and a uniform $\Delta$. Beyond that they differ.

The elimination needs $\varepsilon\ll1$ from the start. In return it is local: it needs no conserved quantity, so it admits loss, pulses, several poling orders and a cubic response. It also tolerates a small launched harmonic, provided the free wave remains weak compared with the fundamental. It identifies the mechanism, since the bound wave carries the Kerr phase and the free wave carries the ripple.

The conservation argument needs a lossless medium, continuous waves and no harmonic at the input. Loss destroys the first conserved quantity, and a launched harmonic generally makes the second nonzero, so (10) would gain another term. Within those limits it gives more: the sign at any $\varepsilon$, the greatest conversion, and the size of the first error.

The two accounts also agree on a detail that neither was built to fit. By (3), the free wave turns in phase at the mean rate $-2\varepsilon^2\Delta$, and by (5) the factor $a_1^{*2}$ turns at $-2\varepsilon^2\Delta$. The ripple in the phase rate contains $fa_1^{*2}e^{-i\Delta z}$, so its rate has magnitude $|\Delta|(1+4\varepsilon^2)$. This is the expansion of $\kappa=|\Delta|\sqrt{1+8\varepsilon^2}$ to the same order. The numerical output lists the example's values in full.

## Computed values

```
Wavelength: 1550 nm
Power: 0.20 W
Effective area: 1.0 um^2
Length: 1.0 cm
Effective d: 15.0 pm/V
Indices at w and 2w: 1.90, 2.10
Mismatch size: 40.0 1/cm
Intensity: 20.0 MW/cm^2
Gamma^2: 3.6746e-07 1/W
Gamma sqrt(I): 2.7109 1/cm
eps: 0.06777; eps^2: 0.004593
Peak conversion: 1.773 %
Mean-rate correction -5 eps^2: -2.30 %
[+] Poling period: 3.8655 um
[+] n2_casc: 2.2662e-13 cm^2/W
[+] Phase, cascade formula: 0.18373 rad
[+] Phase, refined formula: 0.17900 rad
[+] Phase, ideal: 0.17913 rad
[+] Phase, with material Kerr: 0.18077 rad
[+] Phase, with loss at w: 0.17505 rad
[+] Phase, with loss at 2w: 0.17913 rad
[+] Phase, with all three: 0.17666 rad
[+] Other poling orders: -0.115 % of cascade
[-] Poling period: 3.8846 um
[-] n2_casc: -2.2662e-13 cm^2/W
[-] Phase, cascade formula: -0.18373 rad
[-] Phase, refined formula: -0.17900 rad
[-] Phase, ideal: -0.17913 rad
[-] Phase, with material Kerr: -0.17750 rad
[-] Phase, with loss at w: -0.17505 rad
[-] Phase, with loss at 2w: -0.17913 rad
[-] Phase, with all three: -0.17346 rad
[-] Other poling orders: 0.115 % of cascade
Validity as the positive mismatch shrinks:
40 1/cm: eps 0.068, full 0.1791 rad, formula 0.1837 rad
20 1/cm: eps 0.136, full 0.3286 rad, formula 0.3675 rad
10 1/cm: eps 0.271, full 0.5789 rad, formula 0.7349 rad
5 1/cm: eps 0.542, full 0.6684 rad, formula 1.4698 rad
2.5 1/cm: eps 1.084, full 0.9182 rad, formula 2.9397 rad
Phase size at zero mismatch: 0.0e+00 rad
Material Kerr index (rough): 2.0e-15 cm^2/W
Material Kerr phase alone: 0.00162 rad
Kerr cancellation mismatch: -4532 1/cm
Loss at w, 2w (rough): 0.2, 1.0 dB/cm
Index-difference error assumed: 1e-04
Mismatch shift it causes: 8.11 1/cm
Walk-off (rough): 300 fs/mm
Walk-off time per mismatch: 75.0 fs
Peak optical field: 0.0891 MV/cm
Ripple left after seeding (eps 0.05): 0.50 %
```
